# Small-q Plasmons from the RPA Dielectric Function in Three and Two Dimensions: a numerical check

```python
"""
Small-q plasmons of the uniform electron gas in the RPA at T = 0.

Result under test (Hartree atomic units, electron mass 1, so vF = kF):
  3D: w^2 = wp^2 + (3/5) vF^2 q^2 + O(q^4),       wp^2 = 4 pi n
  2D: w^2 = 2 pi n q + (3/4) vF^2 q^2 + O(q^3),   hence w ~ sqrt(q)
Symbols: q wave number, w frequency, n density, kF Fermi wave number,
  chi0 density response of free electrons, v(q) Coulomb interaction,
  Delta = k.q + q^2/2 energy of the pair excitation k -> k+q,
  edge = vF q + q^2/2 upper edge of the pair continuum.
The plasmon is the root of 1 - v(q) chi0(q,w) = 0 above the edge.
The roots are found from quadrature of the defining integral of chi0.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import simpson
from scipy.optimize import brentq
from scipy.special import j0

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
pi = np.pi


def fermi_nodes(dim, kF, n_radial=60, n_angle=200):
    """Nodes in the Fermi sphere or disc: k along q, |k|, weight with spin."""
    x, wx = np.polynomial.legendre.leggauss(n_radial)
    k = 0.5 * kF * (x + 1)
    wk = 0.5 * kF * wx
    if dim == 3:
        c, wc = np.polynomial.legendre.leggauss(n_angle)
        weight = 2 / (2 * pi)**3 * 2 * pi * np.outer(k**2 * wk, wc)
    else:
        c = np.cos(2 * pi * (np.arange(n_angle) + 0.5) / n_angle)
        weight = 2 / (2 * pi)**2 * np.outer(k * wk,
                                            np.full(n_angle, 2 * pi / n_angle))
    return np.outer(k, c), np.outer(k, np.ones_like(c)), weight


def chi0(nodes, q, w):
    """Definition of chi0; the f_{k+q} term is integrated over p = k+q."""
    k_par, _, weight = nodes
    first = 1 / (w - k_par * q - q**2 / 2)
    second = 1 / (w - k_par * q + q**2 / 2)
    return np.sum(weight * (first - second))


def chi0_on_grid(dim, kF, q, w, n=1500):
    """Plain grid sums: occupation difference, and empty-final-state form."""
    dz = (2 * kF + q) / (2 * n)
    dt = kF / n
    z = (-(kF + q) + dz * (np.arange(2 * n) + 0.5))[:, None]
    t = (dt * (np.arange(n) + 0.5))[None, :]
    e_start = (z**2 + t**2) / 2
    e_end = ((z + q)**2 + t**2) / 2
    f_start = e_start < kF**2 / 2
    f_end = e_end < kF**2 / 2
    measure = (2 * pi * t if dim == 3 else 2 * np.ones_like(t)) * dz * dt
    measure = np.broadcast_to(measure, e_start.shape) * 2 / (2 * pi)**dim
    differ = f_start != f_end
    sign = f_start[differ].astype(float) - f_end[differ]
    full = np.sum(measure[differ] * sign
                  / (w + e_start[differ] - e_end[differ]))
    allowed = f_start & ~f_end
    delta = e_end[allowed] - e_start[allowed]
    assert delta.min() > 0
    pairs = np.sum(measure[allowed] * 2 * delta / (w**2 - delta**2))
    return full, pairs


def coulomb(dim, q):
    return 4 * pi / q**2 if dim == 3 else 2 * pi / q


def edge(kF, q):
    return kF * q + q**2 / 2


def plasmon(dim, nodes, kF, q, w_high):
    return brentq(lambda w: 1 - coulomb(dim, q) * chi0(nodes, q, w),
                  1.02 * edge(kF, q), w_high, xtol=1e-15, rtol=1e-14)


# Model parameters
rs3, rs2 = 3.0, 2.0
n3 = 3 / (4 * pi * rs3**3)
kF3 = (3 * pi**2 * n3)**(1 / 3)
wp = np.sqrt(4 * pi * n3)
n2 = 1 / (pi * rs2**2)
kF2 = np.sqrt(2 * pi * n2)
nodes3 = fermi_nodes(3, kF3)
nodes2 = fermi_nodes(2, kF2)


def root3(q):
    return plasmon(3, nodes3, kF3, q, 3 * wp)


def root2(q):
    return plasmon(2, nodes2, kF2, q, 3 * kF2 * np.sqrt(q) + q**2)


# Coulomb transforms from real-space integrals with weak screening
r = np.linspace(0, 4000, 400001)
screen = np.exp(-0.005 * r)
for q in (1.0, 2.0):
    v3_num = 4 * pi / q * simpson(np.sin(q * r) * screen, x=r)
    v2_num = 2 * pi * simpson(j0(q * r) * screen, x=r)
    # the finite screening shifts the values by at most 2.5e-5 relative
    assert abs(v3_num / coulomb(3, q) - 1) < 1e-4
    assert abs(v2_num / coulomb(2, q) - 1) < 1e-4

# Grid sums against quadrature; sharp Fermi edges limit the grid accuracy
for dim, kF, nodes in ((3, kF3, nodes3), (2, kF2, nodes2)):
    reference = chi0(nodes, 0.2, 0.35)
    for value in chi0_on_grid(dim, kF, 0.2, 0.35):
        assert abs(value / reference - 1) < 5e-3

# Density and Fermi averages of k^2, k^4, Delta and Delta^3
q_test = 0.3
mean_k2 = {}
for dim, kF, n, nodes in ((3, kF3, n3, nodes3), (2, kF2, n2, nodes2)):
    k_par, k_abs, weight = nodes
    assert abs(weight.sum() / n - 1) < 1e-10
    mean_k2[dim] = np.sum(weight * k_abs**2) / n
    assert abs(mean_k2[dim] / (kF**2 * dim / (dim + 2)) - 1) < 1e-10
    delta = k_par * q_test + q_test**2 / 2
    d1 = np.sum(weight * delta) / n
    d3 = np.sum(weight * delta**3) / n
    d3_formula = 1.5 * q_test**4 * (kF**2 / (dim + 2)) + q_test**6 / 8
    assert abs(d1 / (q_test**2 / 2) - 1) < 1e-10
    assert abs(d3 / d3_formula - 1) < 1e-10
mean_k4 = np.sum(nodes3[2] * nodes3[1]**4) / n3
assert abs(mean_k4 / (3 * kF3**4 / 7) - 1) < 1e-10

# 3D: coefficients of q^2 and q^4 extracted from the numerical roots
q_small3 = 0.02
coef3 = (root3(q_small3)**2 - wp**2) / (kF3 * q_small3)**2
assert abs(coef3 - 3 / 5) < 1e-3   # the next order contributes about 4e-4


def quartic(q):
    return (root3(q)**2 - wp**2 - 0.6 * kF3**2 * q**2) / q**4


quartic_num = (4 * quartic(0.03) - quartic(0.06)) / 3
quartic_formula = 0.25 + 12 * kF3**4 / (175 * wp**2)
assert abs(quartic_num / quartic_formula - 1) < 5e-3

# 2D: exponent and first correction extracted from the numerical roots
slope2 = np.log(root2(0.002) / root2(0.001)) / np.log(2)
assert abs(slope2 - 0.5) < 1e-3    # the correction term contributes 5e-4
q_small2 = 0.01
coef2 = (root2(q_small2)**2 - 2 * pi * n2 * q_small2) / (kF2 * q_small2)**2
assert abs(coef2 - 3 / 4) < 1e-3   # the next order contributes 6e-4


# 2D: closed forms against quadrature of the definition
def chi0_closed2(q, w):
    x_plus = np.sqrt((w + q**2 / 2)**2 - (kF2 * q)**2)
    x_minus = np.sqrt((w - q**2 / 2)**2 - (kF2 * q)**2)
    return (-q**2 + x_plus - x_minus) / (pi * q**2)


def plasmon_closed2(q):
    return (1 + q / 2) * np.sqrt(kF2**2 * q / (1 + q / 4) + q**4 / 4)


for q in (0.05, 0.2, 0.5):
    w = 1.3 * edge(kF2, q)
    assert abs(chi0_closed2(q, w) / chi0(nodes2, q, w) - 1) < 1e-8
    assert abs(plasmon_closed2(q) / root2(q) - 1) < 1e-8

# 2D: the root exists below q_end and is absent above it
q_end = brentq(lambda q: q**2 * (1 + q / 4) - 2 * kF2, 0.01, 10)
assert abs(plasmon_closed2(q_end) / edge(kF2, q_end) - 1) < 1e-10
fine2 = fermi_nodes(2, kF2, 400, 2000)
at_edge = [coulomb(2, s * q_end)
           * chi0(fine2, s * q_end, edge(kF2, s * q_end) + 1e-4)
           for s in (0.9, 1.1)]
assert at_edge[0] > 1 > at_edge[1]

# Worked example
print("3D GAS, model parameters")
print(f"r_s = {rs3:.1f} bohr, density n = {n3:.6f} bohr^-3")
print(f"kF = vF = {kF3:.5f} a.u., mean k^2 = {mean_k2[3]:.5f} bohr^-2")
print(f"wp = {wp:.5f} hartree = {wp * HARTREE_EV:.3f} eV")
print(f"(3/5) vF^2 = {0.6 * kF3**2:.5f} a.u.")
print("q (1/bohr) | RPA root | law to q^2 | pair edge (hartree) | law error %")
for q in (0.05, 0.10, 0.20):
    w = root3(q)
    law = np.sqrt(wp**2 + 0.6 * kF3**2 * q**2)
    assert w > edge(kF3, q)
    print(f"{q:.2f} | {w:.6f} | {law:.6f} | {edge(kF3, q):.6f}"
          f" | {100 * (law / w - 1):.3f}")
q = 0.10
w = root3(q)
print(f"RPA root at q = {q:.2f} 1/bohr: {w * HARTREE_EV:.3f} eV")
delta = nodes3[0] * q + q**2 / 2
parts = [coulomb(3, q) * np.sum(nodes3[2] * 2 * delta**p) / w**(p + 1)
         for p in (1, 3)]
rest = coulomb(3, q) * np.sum(nodes3[2] * 2 * delta**5
                              / (w**4 * (w**2 - delta**2)))
assert abs(sum(parts) + rest - 1) < 1e-9
print("Contributions to v*chi0 at this root (dimensionless):")
print(f"  Delta term      {parts[0]:.6f}")
print(f"  Delta^3 term    {parts[1]:.6f}")
print(f"  exact remainder {rest:.6f}")
print(f"  sum             {sum(parts) + rest:.6f}")
print(f"(w^2-wp^2)/(vF q)^2 from root at q = {q_small3:.2f} 1/bohr: {coef3:.5f}")
print(f"q^4 coefficient: from roots {quartic_num:.4f},"
      f" formula {quartic_formula:.4f} a.u.")

print("2D GAS, model parameters")
print(f"r_s = {rs2:.1f} bohr, density n = {n2:.6f} bohr^-2")
print(f"kF = vF = {kF2:.5f} a.u., mean k^2 = {mean_k2[2]:.5f} bohr^-2")
print(f"2 pi n = {2 * pi * n2:.5f} a.u., (3/4) vF^2 = {0.75 * kF2**2:.5f} a.u.")
print("q (1/bohr) | RPA root | sqrt law | two-term law | pair edge (hartree)")
for q in (0.01, 0.04, 0.16):
    w = root2(q)
    leading = np.sqrt(2 * pi * n2 * q)
    two_term = np.sqrt(2 * pi * n2 * q + 0.75 * kF2**2 * q**2)
    assert w > edge(kF2, q)
    print(f"{q:.2f} | {w:.6f} | {leading:.6f} | {two_term:.6f}"
          f" | {edge(kF2, q):.6f}")
print(f"RPA root at q = 0.04 1/bohr: {root2(0.04) * HARTREE_EV:.3f} eV")
print(f"d ln w / d ln q between q = 0.001 and 0.002 1/bohr: {slope2:.5f}")
print(f"(w^2-2 pi n q)/(vF q)^2 from root at q = {q_small2:.2f} 1/bohr:"
      f" {coef2:.5f}")
print(f"2D plasmon meets the pair continuum at q = {q_end:.4f} 1/bohr,"
      f" w = {edge(kF2, q_end):.4f} hartree")
print(f"v*chi0 just above the edge: {at_edge[0]:.4f} at 0.9 q_end,"
      f" {at_edge[1]:.4f} at 1.1 q_end")
print("checks complete")
```

It prints:

```
3D GAS, model parameters
r_s = 3.0 bohr, density n = 0.008842 bohr^-3
kF = vF = 0.63972 a.u., mean k^2 = 0.24554 bohr^-2
wp = 0.33333 hartree = 9.070 eV
(3/5) vF^2 = 0.24554 a.u.
q (1/bohr) | RPA root | law to q^2 | pair edge (hartree) | law error %
0.05 | 0.334256 | 0.334253 | 0.033236 | -0.001
0.10 | 0.337050 | 0.336996 | 0.068972 | -0.016
0.20 | 0.348634 | 0.347754 | 0.147944 | -0.252
RPA root at q = 0.10 1/bohr: 9.172 eV
Contributions to v*chi0 at this root (dimensionless):
  Delta term      0.978068
  Delta^3 term    0.021356
  exact remainder 0.000576
  sum             1.000000
(w^2-wp^2)/(vF q)^2 from root at q = 0.02 1/bohr: 0.60035
q^4 coefficient: from roots 0.3534, formula 0.3534 a.u.
2D GAS, model parameters
r_s = 2.0 bohr, density n = 0.079577 bohr^-2
kF = vF = 0.70711 a.u., mean k^2 = 0.25000 bohr^-2
2 pi n = 0.50000 a.u., (3/4) vF^2 = 0.37500 a.u.
q (1/bohr) | RPA root | sqrt law | two-term law | pair edge (hartree)
0.01 | 0.070976 | 0.070711 | 0.070975 | 0.007121
0.04 | 0.143536 | 0.141421 | 0.143527 | 0.029084
0.16 | 0.299857 | 0.282843 | 0.299333 | 0.125937
RPA root at q = 0.04 1/bohr: 3.906 eV
d ln w / d ln q between q = 0.001 and 0.002 1/bohr: 0.50054
(w^2-2 pi n q)/(vF q)^2 from root at q = 0.01 1/bohr: 0.75067
2D plasmon meets the pair continuum at q = 1.0576 1/bohr, w = 1.3071 hartree
v*chi0 just above the edge: 1.1850 at 0.9 q_end, 0.8237 at 1.1 q_end
checks complete
```
